\section*{Four equivalent bond orbitals of methane and their Fock matrix}

\section*{Question}

I ran a restricted Hartree--Fock calculation on methane. Apart from the carbon 1s core, the occupied orbitals are one $a_1$ orbital and three degenerate $t_2$ orbitals, so there are two different valence energies. The usual bonding picture has four identical C--H bonds.

I understand that I may mix occupied orbitals among themselves, so I tried to build one orbital per bond from the four valence orbitals. I got stuck in three places.

\begin{enumerate}
\item What fixes the coefficients? I can guess an equal mixture, but I would like to derive it, including the relative sign of the $a_1$ and $t_2$ parts.
\item If the four new orbitals are equivalent, they must all have the same energy expectation value. Where has the second energy gone? How do I get both canonical energies back from the bond orbitals?
\item Is the common expectation value the energy needed to take an electron out of a C--H bond?
\end{enumerate}

\section*{Answer}

The second energy sits in the off-diagonal elements of the Fock matrix. Bond orbitals are not eigenfunctions of the Fock operator, so their diagonal elements carry only part of the information. To see how much, we first need the orbitals.

\subsection*{Setting up the orbitals}

Take a regular tetrahedral geometry and a closed-shell restricted Hartree--Fock state with real orbitals. The algebra is in atomic units. Put carbon at the origin and the hydrogens along
\begin{equation}
\begin{aligned}
\mathbf s_1&=(1,1,1), & \mathbf s_2&=(1,-1,-1),\\
\mathbf s_3&=(-1,1,-1), & \mathbf s_4&=(-1,-1,1).
\end{aligned}
\end{equation}
These vectors satisfy
\begin{equation}
\mathbf s_k\cdot\mathbf s_k=3,\qquad \mathbf s_k\cdot\mathbf s_l=-1\quad(k\neq l).
\label{eq:dots}
\end{equation}

Call the valence $a_1$ orbital $a$. Choose the three $t_2$ orbitals so that $\mathbf t=(t_x,t_y,t_z)$ transforms like the coordinates $(x,y,z)$. A program may return any rotated set within the degenerate level, so this alignment is a step you have to carry out. With $f$ the Fock operator,
\begin{equation}
f a=\varepsilon_a a,\qquad f t_m=\varepsilon_t t_m,\qquad m=x,y,z.
\label{eq:canon}
\end{equation}
The core orbital is kept out of the mixing.

\subsection*{Symmetry and orthogonality fix the weights}

We want four orthonormal orbitals $\chi_k$, one per bond, that the symmetry operations carry into one another. A rotation by $120^\circ$ about bond 1 keeps that bond in place, so it can change $\chi_1$ at most by a sign. Three such rotations restore the molecule, so the cube of that sign is $+1$, and the sign itself is $+1$. Thus $\chi_1$ is invariant under the rotation.

The orbital $a$ is invariant. A combination $\mathbf v\cdot\mathbf t$ is invariant if the vector $\mathbf v$ is, which requires $\mathbf v$ to lie along the rotation axis $\mathbf s_1$. Carrying $\chi_1$ to the other bonds leaves $a$ unchanged and turns $\mathbf s_1$ into $\mathbf s_k$. Therefore
\begin{equation}
\chi_k=c\,a+\frac{b}{\sqrt3}\,\mathbf s_k\cdot\mathbf t,
\label{eq:form}
\end{equation}
with the same $c$ and $b$ for every bond. The factor $1/\sqrt3$ normalizes $\mathbf s_k\cdot\mathbf t$, because $\mathbf s_k\cdot\mathbf s_k=3$.

Since $a$ and the $t_m$ are orthonormal, the overlaps are
\begin{equation}
\langle\chi_k|\chi_l\rangle=c^2+\frac{b^2}{3}\,\mathbf s_k\cdot\mathbf s_l .
\end{equation}
Normalization and orthogonality, with Eq.~\eqref{eq:dots}, give
\begin{equation}
c^2+b^2=1,\qquad c^2-\frac{b^2}{3}=0 .
\end{equation}
The second condition says $b^2=3c^2$. The first then becomes $4c^2=1$, so $c^2=1/4$ and $b^2=3/4$. Each bond orbital is one quarter $a_1$ and three quarters $t_2$ by weight.

An overall sign of the orbitals has no effect, so take $c=1/2$. Then $b/\sqrt3=\pm1/2$, and
\begin{equation}
\chi_k^{(\lambda)}=\tfrac12\left(a+\lambda\,\mathbf s_k\cdot\mathbf t\right),\qquad \lambda=\pm1 .
\label{eq:lambda}
\end{equation}
Your guess of equal coefficients was right in magnitude. Orthogonality leaves the sign $\lambda$ open.

\subsection*{The relative sign decides whether these are bond orbitals}

Look at the values of the orbitals at the hydrogen nuclei. By symmetry, $a$ has the same value $A$ at all four. At hydrogen $l$, the three values $(t_x,t_y,t_z)$ form a vector that must survive the rotation about bond $l$, so it equals $P\,\mathbf s_l$, with one common number $P$. Equation~\eqref{eq:lambda} then gives
\begin{align}
\chi_k^{(\lambda)}(\text{own H})&=\tfrac12(A+3\lambda P),\\
\chi_k^{(\lambda)}(\text{other H})&=\tfrac12(A-\lambda P).
\end{align}
The signs of $t_x,t_y,t_z$ can be reversed together without spoiling their transformation law. Use this freedom to make $P$ and $A$ have the same sign. With $\lambda=+1$ the two parts then add at the orbital's own hydrogen and oppose each other at the other three. With $\lambda=-1$ the opposite happens. The bond orbitals are therefore
\begin{equation}
\begin{aligned}
\chi_1&=\tfrac12(a+t_x+t_y+t_z),\\
\chi_2&=\tfrac12(a+t_x-t_y-t_z),\\
\chi_3&=\tfrac12(a-t_x+t_y-t_z),\\
\chi_4&=\tfrac12(a-t_x-t_y+t_z).
\end{aligned}
\label{eq:bonds}
\end{equation}

The coefficient matrix is orthogonal, so its transpose inverts it:
\begin{equation}
\begin{aligned}
a&=\tfrac12(\chi_1+\chi_2+\chi_3+\chi_4),\\
t_x&=\tfrac12(\chi_1+\chi_2-\chi_3-\chi_4),\\
t_y&=\tfrac12(\chi_1-\chi_2+\chi_3-\chi_4),\\
t_z&=\tfrac12(\chi_1-\chi_2-\chi_3+\chi_4).
\end{aligned}
\label{eq:inverse}
\end{equation}
Orthogonality also gives
\begin{equation}
\sum_k\chi_k(\mathbf r)\chi_k(\mathbf r')=a(\mathbf r)a(\mathbf r')+\sum_m t_m(\mathbf r)t_m(\mathbf r').
\end{equation}
The occupied density matrix is unchanged. The Fock operator and the Hartree--Fock energy are built from that density matrix, so they are unchanged too. You have changed the description of the state and left the state alone.

\subsection*{The Fock matrix in the bond basis}

Insert Eq.~\eqref{eq:lambda} into $F_{kl}=\langle\chi_k|f|\chi_l\rangle$, keeping $\lambda$ for the moment:
\begin{equation}
\begin{aligned}
F_{kl}=\tfrac14\Big[&\langle a|f|a\rangle
+\lambda\sum_m (s_{km}+s_{lm})\langle a|f|t_m\rangle\\
&+\lambda^2\sum_{mn}s_{km}s_{ln}\langle t_m|f|t_n\rangle\Big].
\end{aligned}
\end{equation}
By Eq.~\eqref{eq:canon}, the first term is $\varepsilon_a$, the middle terms vanish, and $\langle t_m|f|t_n\rangle=\varepsilon_t\delta_{mn}$. Since $\lambda^2=1$,
\begin{equation}
F_{kl}=\tfrac14\left(\varepsilon_a+\mathbf s_k\cdot\mathbf s_l\,\varepsilon_t\right).
\label{eq:F}
\end{equation}
The scalar products in Eq.~\eqref{eq:dots} leave two distinct values:
\begin{align}
\alpha&\equiv F_{kk}=\tfrac14(\varepsilon_a+3\varepsilon_t),\label{eq:alpha}\\
\beta&\equiv F_{kl}=\tfrac14(\varepsilon_a-\varepsilon_t)\qquad(k\neq l).\label{eq:beta}
\end{align}
The sign $\lambda$ has dropped out. Both sets in Eq.~\eqref{eq:lambda} have the same Fock matrix, so orbital energies cannot tell you which set describes the bonds. That decision needs the spatial argument above.

To invert the relations, subtract Eq.~\eqref{eq:beta} from Eq.~\eqref{eq:alpha}, or add three times Eq.~\eqref{eq:beta} to it:
\begin{align}
\alpha-\beta&=\tfrac14(\varepsilon_a+3\varepsilon_t-\varepsilon_a+\varepsilon_t)=\varepsilon_t,\\
\alpha+3\beta&=\tfrac14(\varepsilon_a+3\varepsilon_t+3\varepsilon_a-3\varepsilon_t)=\varepsilon_a .
\end{align}
Hence
\begin{equation}
\boxed{\varepsilon_a=\alpha+3\beta,\qquad \varepsilon_t=\alpha-\beta.}
\label{eq:result}
\end{equation}

\subsection*{Getting the canonical orbitals back}

You can also start from the bonds. Suppose you know only that the matrix has equal diagonal elements $\alpha$ and equal couplings $\beta$. Acting on a coefficient vector $v$, it gives
\begin{equation}
(Fv)_k=\alpha v_k+\beta\sum_{l\neq k}v_l=(\alpha-\beta)v_k+\beta\sum_l v_l .
\end{equation}
There are two cases.

\begin{itemize}
\item For $v=\tfrac12(1,1,1,1)$, the sum is $2=4v_k$. The eigenvalue is $\alpha-\beta+4\beta=\alpha+3\beta$. This vector is $a$ in Eq.~\eqref{eq:inverse}.
\item If the components of $v$ add to zero, the last term vanishes and the eigenvalue is $\alpha-\beta$. There are three independent vectors of this kind, for example $t_x$, $t_y$ and $t_z$ in Eq.~\eqref{eq:inverse}.
\end{itemize}

So four equivalent bonds are compatible with two energies. In the in-phase combination each bond orbital is coupled to three others of the same sign, which contributes $3\beta$. In a $t_2$ combination the other three coefficients add up to minus the one you are looking at, which contributes $-\beta$. If $\beta$ were zero, all four energies would coincide. The splitting $\varepsilon_a-\varepsilon_t=4\beta$ measures the coupling between bonds.

The sign of $\beta$ refers to bond orbitals with matching phases, as in Eq.~\eqref{eq:bonds}. If your program returns $-\chi_1$ in place of $\chi_1$, the three couplings of that orbital change sign. The eigenvalues do not, but the $a_1$ vector becomes $\tfrac12(-1,1,1,1)$. A phase-independent check is the product $F_{12}F_{23}F_{31}=\beta^3$, in which each orbital occurs twice.

\subsection*{Numbers for methane}

I used RHF with the cc-pVDZ basis and a chosen C--H length of 1.09~\AA. This level omits electron correlation and has a finite basis, so the values illustrate the relations and are not measured energies. The second decimal is not converged in the basis: cc-pVTZ gives $\varepsilon_a=-25.64$, $\varepsilon_t=-14.82$, $\alpha=-17.52$ and $\beta=-2.71$~eV, a shift of up to about 0.05~eV from the cc-pVDZ values used below. The canonical valence energies are
\begin{equation}
\varepsilon_a=-25.63\ \text{eV},\qquad \varepsilon_t=-14.76\ \text{eV}.
\end{equation}
Equations~\eqref{eq:alpha} and \eqref{eq:beta} give
\begin{align}
\alpha&=\frac{-25.63+3(-14.76)}{4}\ \text{eV}=\frac{-69.91}{4}\ \text{eV}=-17.48\ \text{eV},\\
\beta&=\frac{-25.63+14.76}{4}\ \text{eV}=\frac{-10.87}{4}\ \text{eV}=-2.72\ \text{eV}.
\end{align}
In atomic units these are $-0.642$ and $-0.100$ hartree. Going back, $\alpha-\beta=-14.76$~eV and $\alpha+3\beta=-25.64$~eV. The last digit of the second value differs from $\varepsilon_a$ because $\alpha$ and $\beta$ were rounded.

That round trip checks only the arithmetic. For an independent check, the numerical check also localizes the valence orbitals by the Boys criterion, which maximizes $\sum_k|\langle\chi_k|\mathbf r|\chi_k\rangle|^2$. It starts from random mixtures and uses no symmetry. It finds the orbitals of Eq.~\eqref{eq:bonds}, and their Fock elements reproduce both canonical energies.

The role of the relative sign is visible in the orbital values. For $\lambda=+1$, the magnitude at another hydrogen is 0.04 of that at the orbital's own hydrogen. For $\lambda=-1$, this ratio is 0.85. The second set is equivalent and orthonormal, but it is poorly localized.

The spread $\sigma=\sqrt{\langle r^2\rangle-|\langle\mathbf r\rangle|^2}$ shows where the compactness comes from. Because $r^2$ is fully symmetric, it does not connect $a$ with $t_m$, and its $t_2$ block is a multiple of the unit matrix. Both signs of $\lambda$ therefore give
\begin{equation}
\langle\chi_k|r^2|\chi_k\rangle=\tfrac14\left(\langle a|r^2|a\rangle+3\langle t_x|r^2|t_x\rangle\right).
\end{equation}
The twofold rotations about the $x$, $y$ and $z$ axes change $a$, $t_x$, $t_y$ and $t_z$ at most by a sign, so their densities are unchanged, and the only centre that survives all three rotations is the carbon nucleus. (A rotated $t_2$ orbital such as $\mathbf s_1\cdot\mathbf t/\sqrt3$ need not be centred there.) For these aligned orbitals the $\langle r^2\rangle$ values are the squares of their spreads, 1.00~\AA\ for $a$ and 1.15~\AA\ for $t_x$. The bond orbital has its centre 0.74~\AA\ from carbon, towards its hydrogen. Thus
\begin{equation}
\sigma^2=\left[\frac{1.00^2+3(1.15)^2}{4}-0.74^2\right]\text{\AA}^2=0.69\ \text{\AA}^2,
\end{equation}
or $\sigma=0.83$~\AA. With $\lambda=-1$ the spread is 1.09~\AA. (In cc-pVTZ the two spreads are 0.84 and 1.10~\AA.) Since $\langle r^2\rangle$ is the same for both signs, the difference comes entirely from how far the centre moves away from carbon.

\subsection*{Is $-\alpha$ an ionization energy?}

It is an energy difference, but not one that belongs to a stationary state of the ion. Keep all orbitals frozen and remove one electron from $\chi_k$. Let $h$ be the one-electron Hamiltonian, and let $J_{kj}$ and $K_{kj}$ be the Coulomb and exchange integrals. The removed electron takes with it its one-electron energy, its repulsion with every other electron, and its exchange with the other electrons of the same spin:
\begin{equation}
E_N-E_{N-1}(k)=h_{kk}+\Big(2\sum_jJ_{kj}-J_{kk}\Big)-\Big(\sum_jK_{kj}-K_{kk}\Big).
\end{equation}
Here $j$ runs over all occupied orbitals, including the core. Since $J_{kk}=K_{kk}$, the two self-terms cancel:
\begin{equation}
E_N-E_{N-1}(k)=h_{kk}+\sum_j(2J_{kj}-K_{kj})=F_{kk}=\alpha .
\end{equation}
The removal energy is $-\alpha=17.48$~eV. The program confirms this by evaluating the energy of the ion's determinant directly.

The same argument works for any normalized combination $\chi=\sum_kv_k\chi_k$, because the occupied orbitals can be rotated so that $\chi$ is one of them. The energy of the ion with its hole in $\chi$ is therefore
\begin{equation}
E_{N-1}(v)=E_N-\sum_{kl}v_kF_{kl}v_l .
\end{equation}
The hole state is linear in $v$, so this quadratic form determines the Hamiltonian matrix among the four hole states: it is $E_N\delta_{kl}-F_{kl}$. Its off-diagonal elements are $-\beta$, and they couple a hole in one bond to holes in the others. The stationary hole states in this frozen-orbital model are the canonical ones, with removal energies $-\varepsilon_t=14.76$~eV and $-\varepsilon_a=25.63$~eV. These are the Koopmans values, which neglect orbital relaxation and correlation. The number $-\alpha$ is their average with weights $3/4$ and $1/4$.

\subsection*{When two parameters are not enough}

Equation~\eqref{eq:result} relies on all bonds, and all pairs of bonds, being equivalent. Stretch bond 1 to 1.20~\AA\ and leave the others at 1.09~\AA. The Boys orbitals then have
\begin{equation}
\begin{aligned}
F_{11}&=-16.35\ \text{eV}, & F_{22}=F_{33}=F_{44}&=-17.59\ \text{eV},\\
F_{12}&=-2.61\ \text{eV}, & F_{23}&=-2.76\ \text{eV}.
\end{aligned}
\end{equation}
The remaining threefold symmetry makes the other couplings equal to one of these two. It no longer fixes the orbitals themselves, so these elements depend on the localization criterion: Edmiston--Ruedenberg orbitals give $F_{11}=-16.33$, $F_{22}=-17.60$, $F_{12}=-2.60$ and $F_{23}=-2.77$~eV, with the same eigenvalues. Going to cc-pVTZ shifts the elements and eigenvalues by up to about 0.05~eV. You can still recover the canonical energies, but you must diagonalize the new matrix. Combinations of $\chi_2,\chi_3,\chi_4$ whose coefficients add to zero do not couple to $\chi_1$. They form a degenerate pair at
\begin{equation}
F_{22}-F_{23}=(-17.59+2.76)\ \text{eV}=-14.83\ \text{eV}.
\end{equation}
The in-phase combination $(\chi_2+\chi_3+\chi_4)/\sqrt3$ has diagonal element $F_{22}+2F_{23}=-23.11$~eV from the rounded entries ($-23.12$~eV from the unrounded ones) and couples to $\chi_1$ through $\sqrt3F_{12}=-4.52$~eV. The resulting two-by-two problem has the eigenvalues
\begin{equation}
\left[\frac{-16.35-23.11}{2}\pm\sqrt{\left(\frac{-16.35+23.11}{2}\right)^2+4.52^2}\,\right]\text{eV},
\end{equation}
which are about $-14.1$ and $-25.4$~eV. The former $t_2$ level has split into a single level and a pair, so there are now three distinct valence energies, and one $\alpha$ with one $\beta$ can no longer describe them.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Methane, RHF/cc-pVDZ
C-H bond length: 1.09 angstrom
a1 weight in each bond orbital: 0.25
RHF total energy: -1093.863 eV
core 1a1 energy: -305.209 eV
canonical energy 2a1: -25.6334 eV
canonical energy 1t2: -14.7639 eV
splitting e_a1 - e_t2: -10.8695 eV
alpha from canonical energies: -17.4813 eV
beta from canonical energies: -2.7174 eV
alpha converted: -0.64243 hartree
beta converted: -0.09986 hartree
Fock matrix of constructed bond orbitals (eV):
    -17.4813    -2.7174    -2.7174    -2.7174
     -2.7174   -17.4813    -2.7174    -2.7174
     -2.7174    -2.7174   -17.4813    -2.7174
     -2.7174    -2.7174    -2.7174   -17.4813
alpha from Boys orbitals: -17.4813 eV
beta from Boys orbitals: -2.7174 eV
Boys alpha + 3 beta: -25.6334 eV
Boys alpha - beta: -14.7639 eV
smallest overlap, constructed with Boys orbital: 1.000000
spread of bond orbital: 0.8320 angstrom
spread with opposite phase: 1.0945 angstrom
spread of canonical a1: 0.9995 angstrom
spread of canonical t2: 1.1489 angstrom
bond-orbital center from C: 0.7399 angstrom
amplitude ratio other H / own H, bond orbital: 0.0418
same ratio, opposite phase: 0.8514
frozen removal energy from bond orbital: 17.4813 eV
one bond stretched to: 1.20 angstrom
diagonal Fock elements, stretched case (eV): -16.3515 -17.5948 -17.5948 -17.5948
coupling stretched-normal bond: -2.6099 eV
coupling normal-normal bond: -2.7627 eV
\end{verbatim}
